# When a Dielectric Makes Ferroelectric Negative Capacitance Stable: verification in Python

```python
"""
Result under test: a uniform Landau ferroelectric in series with a linear
dielectric has a jointly convex energy U(sigma, P) exactly when
    A*e_b < 1  and  t_d/t_f >= A*e_d/(1 - A*e_b),   A = -min f''(P) > 0,
although the ferroelectric inverse capacitance is negative where f'' < 0.

sigma: free charge per area; P: switchable polarization (both e/angstrom^2)
f(P) = a P^2/2 + b P^4/4 + c P^6/6: Landau energy density (eV/angstrom^3)
t_f, t_d: ferroelectric and dielectric thickness (angstrom)
e_b, e_d: background and dielectric permittivity (e^2/(eV angstrom))
U: energy per area (eV/angstrom^2); voltages in V = eV/e
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

# Vacuum permittivity in eV-angstrom units, checked against 1/(4 pi) a.u.
e_0 = const.epsilon_0 * const.angstrom / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
assert abs(e_0 * 4 * np.pi * hartree * bohr - 1) < 1e-7

# Chosen model parameters
a, P_s = -4.0, 0.02
b = -a / P_s**2
quartic = (a, b, 0.0)
eps_b, kappa = 4.0, 10.0
e_b, e_d = eps_b * e_0, kappa * e_0
t_f, t_thick, t_thin = 50.0, 16.0, 8.0


def landau(P, model):
    a2, a4, a6 = model
    return a2 * P**2 / 2 + a4 * P**4 / 4 + a6 * P**6 / 6


def landau_field(P, model):
    a2, a4, a6 = model
    return a2 * P + a4 * P**3 + a6 * P**5


def energy(sigma, P, t_d, model=quartic):
    return (t_f * (landau(P, model) + (sigma - P)**2 / (2 * e_b))
            + t_d * sigma**2 / (2 * e_d))


def polarization(sigma, model=quartic):
    """Solve displacement continuity with the Landau equation of state."""
    return brentq(lambda P: e_b * landau_field(P, model) + P - sigma,
                  -0.1, 0.1, xtol=1e-16, rtol=1e-14)


def voltage_f(sigma):
    return t_f * landau_field(polarization(sigma), quartic)


def voltage(sigma, t_d):
    return voltage_f(sigma) + t_d * sigma / e_d


def critical_formula(A):
    return t_f * A * e_d / (1 - A * e_b)


def critical_numeric(model):
    """Thickness that lifts the lowest second difference of energy to zero."""
    h = 1e-4
    charges = h * np.arange(-1, 301)
    values = np.array([energy(s, polarization(s, model), 0.0, model)
                       for s in charges])
    curvature = (values[2:] - 2 * values[1:-1] + values[:-2]) / h**2
    return -e_d * curvature.min()


# The energy must equal the electrical work of charging the stack.
sigma_end = 0.015
work = quad(lambda s: voltage(s, t_thick), 0, sigma_end,
            epsabs=1e-12, epsrel=1e-11)[0]
stored = energy(sigma_end, polarization(sigma_end), t_thick)
assert abs(work - stored) < 1e-9

# Symbolic Hessian for an arbitrary Landau function
s, p = sp.symbols("s p", real=True)
tf, td, eb, ed = sp.symbols("tf td eb ed", positive=True)
f = sp.Function("f")(p)
U = tf * (f + (s - p)**2 / (2 * eb)) + td * s**2 / (2 * ed)
curv = sp.diff(f, p, 2)
determinant = sp.hessian(U, (s, p)).det()
claimed = tf * (curv * (tf / eb + td / ed) + td / (eb * ed))
assert sp.simplify(determinant - claimed) == 0
reduced = determinant / sp.diff(U, s, 2)
stiffness = td / (tf * ed + td * eb)
assert sp.simplify(reduced - tf * (curv + stiffness)) == 0

# Critical thickness from energies, for quartic and sextic Landau models
t_crit = critical_formula(-a)
t_crit_num = critical_numeric(quartic)
assert abs(t_crit_num / t_crit - 1) < 2e-4  # finite-difference error
sextic = (-2.0, -1.0e4, 3.0e7)
A_sextic = -sextic[0] + 9 * sextic[1]**2 / (20 * sextic[2])
t_sextic = critical_formula(A_sextic)
t_sextic_num = critical_numeric(sextic)
assert abs(t_sextic_num / t_sextic - 1) < 3e-4  # grid and difference error
t_origin = critical_formula(-sextic[0])
assert t_origin < 0.9 * t_sextic_num

# Midpoint definition of joint convexity on random pairs of states
rng = np.random.default_rng(7)
first = rng.uniform(-0.03, 0.03, (2, 200000))
second = rng.uniform(-0.03, 0.03, (2, 200000))


def lowest_midpoint_gap(t_d):
    middle = (first + second) / 2
    return np.min((energy(*first, t_d) + energy(*second, t_d)) / 2
                  - energy(*middle, t_d))


assert lowest_midpoint_gap(t_crit * 1.0001) > -1e-13
assert lowest_midpoint_gap(t_thick) > -1e-13
assert lowest_midpoint_gap(t_thin) < -1e-5

# Too strong a Landau instability defeats even a huge dielectric thickness.
strong = (-60.0, b, 0.0)
assert -strong[0] * e_b > 1
assert energy(0, 0.005, 1e6, strong) < energy(0, 0, 1e6, strong)
assert energy(0, 0.005, 1e6) > energy(0, 0, 1e6)

# Differential inverse capacitance from the solved fields
for P_test in (0.0, 0.008, 0.016):
    f2 = a + 3 * b * P_test**2
    charge = P_test + e_b * landau_field(P_test, quartic)
    step = 1e-6
    slope = (voltage_f(charge + step) - voltage_f(charge - step)) / (2 * step)
    expected = t_f * f2 / (1 + e_b * f2)
    assert abs(slope - expected) < 1e-4 * abs(expected)
    assert (slope < 0) == (f2 < 0)

inv_f = t_f * a / (1 + e_b * a)
inv_d = t_thick / e_d
inv_total = inv_f + inv_d
gain_d, gain_f = inv_d / inv_total, inv_f / inv_total
V_small = 1e-3
sigma_small = brentq(lambda q: voltage(q, t_thick) - V_small,
                     0, 0.001, xtol=1e-17, rtol=1e-13)
assert abs(t_thick * sigma_small / e_d / V_small - gain_d) < 1e-4
assert abs(voltage_f(sigma_small) / V_small - gain_f) < 1e-4
assert inv_f < 0 < inv_total and gain_d > 1

# End of the negative range: extremum of the ferroelectric voltage
P_edge = P_s / np.sqrt(3)
sigma_edge = P_edge + e_b * landau_field(P_edge, quartic)
extremum = minimize_scalar(voltage_f, bounds=(0.005, 0.015),
                           method="bounded", options={"xatol": 1e-10})
assert abs(polarization(extremum.x) / P_edge - 1) < 1e-4
assert abs(extremum.x / sigma_edge - 1) < 1e-4


# Short-circuit states by direct minimization over charge and polarization
def relaxed_state(t_d, sign):
    unit = 0.01
    result = minimize(lambda x: energy(unit * x[0], unit * x[1], t_d),
                      [sign, sign], method="Nelder-Mead",
                      options={"xatol": 1e-8, "fatol": 1e-16,
                               "maxiter": 2000, "maxfev": 4000})
    return unit * result.x, result.fun


stiff_thin = t_thin / (t_f * e_d + t_thin * e_b)
stiff_thick = t_thick / (t_f * e_d + t_thick * e_b)
P_zero = np.sqrt((-a - stiff_thin) / b)
for sign in (-1, 1):
    state, depth = relaxed_state(t_thin, sign)
    assert abs(state[1] - sign * P_zero) < 1e-6
    assert depth < -1e-4
    state_thick, _ = relaxed_state(t_thick, sign)
    assert np.max(np.abs(state_thick)) < 1e-6
sigma_zero = state[0]

print("INPUTS")
print(f"Landau a = {a:.1f} eV angstrom/e^2")
print(f"Landau b = {b:.1f} eV angstrom^5/e^4")
print(f"P_s = {P_s:.3f} e/angstrom^2")
print(f"eps_b = {eps_b:.1f}, kappa = {kappa:.1f} (no unit)")
print(f"t_f = {t_f:.1f} angstrom")
print("CRITICAL THICKNESS")
print(f"e_0 = {e_0:.7f} e^2/(eV angstrom)")
print(f"e_b = {e_b:.6f} e^2/(eV angstrom)")
print(f"e_d = {e_d:.6f} e^2/(eV angstrom)")
print(f"|a| e_b = {-a * e_b:.5f} (no unit)")
print(f"critical t_d/t_f = {t_crit / t_f:.5f} (no unit)")
print(f"critical t_d, formula = {t_crit:.3f} angstrom")
print(f"critical t_d, formula = {t_crit / bohr:.3f} bohr")
print(f"critical t_d, from energies = {t_crit_num:.3f} angstrom")
print("THICK DIELECTRIC")
print(f"t_d = {t_thick:.1f} angstrom")
print(f"depolarizing stiffness = {stiff_thick:.4f} eV angstrom/e^2")
print(f"1/C_f at P=0 = {inv_f:.2f} V angstrom^2/e")
print(f"1/C_d = {inv_d:.2f} V angstrom^2/e")
print(f"1/C total at P=0 = {inv_total:.2f} V angstrom^2/e")
print(f"dielectric voltage fraction = {gain_d:.3f} (no unit)")
print(f"ferroelectric voltage fraction = {gain_f:.3f} (no unit)")
print(f"P at end of negative range = {P_edge:.5f} e/angstrom^2")
print(f"sigma at end of range = {sigma_edge:.5f} e/angstrom^2")
print(f"V_f at end of range = {voltage_f(sigma_edge):.3f} V")
print(f"applied V at end = {voltage(sigma_edge, t_thick):.3f} V")
print("THIN DIELECTRIC")
print(f"t_d = {t_thin:.1f} angstrom")
print(f"depolarizing stiffness = {stiff_thin:.4f} eV angstrom/e^2")
print(f"1/C_d = {t_thin / e_d:.2f} V angstrom^2/e")
print(f"1/C total at P=0 = {inv_f + t_thin / e_d:.2f} V angstrom^2/e")
print(f"short-circuit |P| = {P_zero:.5f} e/angstrom^2")
print(f"short-circuit |sigma| = {abs(sigma_zero):.5f} e/angstrom^2")
print(f"energy relative to P=0 = {depth:.6f} eV/angstrom^2")
print("SEXTIC MODEL")
print(f"a = {sextic[0]:.1f} eV angstrom/e^2")
print(f"b = {sextic[1]:.1f} eV angstrom^5/e^4")
print(f"c = {sextic[2]:.2e} eV angstrom^9/e^6")
print(f"A = {A_sextic:.3f} eV angstrom/e^2")
print(f"critical t_d, formula = {t_sextic:.3f} angstrom")
print(f"critical t_d, from energies = {t_sextic_num:.3f} angstrom")
print(f"t_d from P=0 curvature only = {t_origin:.3f} angstrom")
print("success")
```

It prints:

```
INPUTS
Landau a = -4.0 eV angstrom/e^2
Landau b = 10000.0 eV angstrom^5/e^4
P_s = 0.020 e/angstrom^2
eps_b = 4.0, kappa = 10.0 (no unit)
t_f = 50.0 angstrom
CRITICAL THICKNESS
e_0 = 0.0055263 e^2/(eV angstrom)
e_b = 0.022105 e^2/(eV angstrom)
e_d = 0.055263 e^2/(eV angstrom)
|a| e_b = 0.08842 (no unit)
critical t_d/t_f = 0.24250 (no unit)
critical t_d, formula = 12.125 angstrom
critical t_d, formula = 22.913 bohr
critical t_d, from energies = 12.125 angstrom
THICK DIELECTRIC
t_d = 16.0 angstrom
depolarizing stiffness = 5.1334 eV angstrom/e^2
1/C_f at P=0 = -219.40 V angstrom^2/e
1/C_d = 289.52 V angstrom^2/e
1/C total at P=0 = 70.12 V angstrom^2/e
dielectric voltage fraction = 4.129 (no unit)
ferroelectric voltage fraction = -3.129 (no unit)
P at end of negative range = 0.01155 e/angstrom^2
sigma at end of range = 0.01087 e/angstrom^2
V_f at end of range = -1.540 V
applied V at end = 1.606 V
THIN DIELECTRIC
t_d = 8.0 angstrom
depolarizing stiffness = 2.7211 eV angstrom/e^2
1/C_d = 144.76 V angstrom^2/e
1/C total at P=0 = -74.64 V angstrom^2/e
short-circuit |P| = 0.01131 e/angstrom^2
short-circuit |sigma| = 0.01063 e/angstrom^2
energy relative to P=0 = -0.002045 eV/angstrom^2
SEXTIC MODEL
a = -2.0 eV angstrom/e^2
b = -10000.0 eV angstrom^5/e^4
c = 3.00e+07 eV angstrom^9/e^6
A = 3.500 eV angstrom/e^2
critical t_d, formula = 10.482 angstrom
critical t_d, from energies = 10.482 angstrom
t_d from P=0 curvature only = 5.782 angstrom
success
```
